# Why one field-emission exponent cannot fix barrier, mass and doping

## The result

In the simplest field-emission model of a metal on heavily doped n-type material, the contact resistivity varies mainly as $e^{\lambda}$, with

$$\lambda=\frac{\phi}{E_{00}},\qquad E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}},\qquad \lambda^2=\frac{4\varepsilon}{q^2\hbar^2}\,\frac{m\phi^2}{N}.$$

Here $\phi$ is the barrier height as an energy, measured from the Fermi level, $m$ the tunnelling mass, $N$ the density of ionized donors, $\varepsilon$ the absolute permittivity and $q$ the elementary charge. At known $\varepsilon$, the exponent fixes the combination $m\phi^2/N$ and nothing more. Replace

$$(\phi,\;m,\;N)\;\to\;(a\phi,\;bm,\;a^2bN)$$

with any positive $a$ and $b$: numerator and denominator of $m\phi^2/N$ both gain the factor $a^2b$, and $\lambda$ stays put. A two-parameter family of different contacts therefore shares one exponent.

This is a statement about the leading exponent. The measured quantity is the resistivity, which also has a prefactor and corrections. These separate the members of the family somewhat, and the later sections weigh by how much.

## Where the combination comes from

Assume an abrupt contact at $x=0$, uniform doping, full depletion out to $x=W$, a single parabolic mass, no image force, and the bulk conduction-band edge at the Fermi level. Take that edge as zero energy. The positive donor charge $qN$ curves the electron's potential energy upward:

$$\frac{d^2V}{dx^2}=\frac{q^2N}{\varepsilon},\qquad V(W)=0,\quad V'(W)=0.$$

Two integrations from the depletion edge give

$$V(x)=\frac{q^2N}{2\varepsilon}(W-x)^2.$$

Setting $V(0)=\phi$ fixes the width, $W=\sqrt{2\varepsilon\phi/(q^2N)}$. With $u=1-x/W$ the barrier is $V=\phi u^2$.

In the WKB approximation the transmission at zero energy varies as $e^{-\lambda}$, where

$$\lambda=\frac{2}{\hbar}\int_0^W\sqrt{2mV}\,dx
=\frac{2\sqrt{2m\phi}\,W}{\hbar}\int_0^1u\,du
=\frac{\sqrt{2m\phi}\,W}{\hbar}.$$

The factor 2 in front is there because a probability is the square of an amplitude. Inserting $W$,

$$\lambda=\frac{1}{\hbar}\sqrt{2m\phi\cdot\frac{2\varepsilon\phi}{q^2N}}
=\frac{2\phi}{q\hbar}\sqrt{\frac{m\varepsilon}{N}}=\frac{\phi}{E_{00}}.$$

A higher barrier contributes $\sqrt\phi$ through the decay rate and another $\sqrt\phi$ through the width. A larger mass raises the decay rate, and a larger density narrows the barrier. Each change can compensate another.

## The ambiguity is in the wave equation

One might suspect that WKB has discarded the distinguishing information. Write the Schrödinger equation at the band edge, $\hbar^2\psi''/(2m)=V\psi$, in the variable $u$. Since $d^2/dx^2=W^{-2}d^2/du^2$,

$$\frac{d^2\psi}{du^2}=\frac{2m\phi W^2}{\hbar^2}\,u^2\psi=\lambda^2u^2\psi .$$

The three material parameters enter this equation through $\lambda$ alone. Contacts with equal $\lambda$ have the same wave in the barrier, apart from a stretched length scale.

The relation between the wave and the exponent follows from one more scaling. With $s=\sqrt\lambda\,u$ the equation becomes $\psi_{ss}=s^2\psi$, free of parameters. Start from $\psi=1$, $\psi_s=0$ at the depletion edge. For large $s$ the growing solution is $\psi\simeq Cs^{-1/2}e^{s^2/2}$: differentiating this form twice gives $[s^2+3/(4s^2)]\psi$, so the error term dies away. At the metal $s^2=\lambda$, hence

$$\ln|\psi|^2\simeq\lambda-\tfrac12\ln\lambda+2\ln C .$$

The slope with respect to $\lambda$ is $1-1/(2\lambda)$, or 0.983 at $\lambda=30$. Direct integration of the wave equation gives 0.983 there too. So $\lambda$ is the leading term, and the next one depends on $\lambda$ as well.

Two things lie outside this argument. Matching to the metal wave brings in metal parameters, which affect the prefactor. At an energy $e$ above the band edge, $u^2$ is replaced by $u^2-e/\phi$, so contacts agree at equal $e/\phi$, not at equal $e$. Temperature and band filling set their own energy scales, and through them $\phi$ can show itself separately.

## Four contacts with one exponent

Take relative permittivity 11.7 and a reference contact A with round values. Set B trades barrier against density at fixed mass, C trades mass against density at fixed barrier, and D trades barrier against mass at fixed density.

| Set | $\phi$ (eV) | $m/m_0$ | $N$ ($10^{20}$ cm$^{-3}$) | $W$ (nm) |
|---|---|---|---|---|
| A | 0.60 | 0.2000 | 1.00 | 2.785 |
| B | 0.48 | 0.2000 | 0.64 | 3.114 |
| C | 0.60 | 0.3000 | 1.50 | 2.274 |
| D | 0.48 | 0.3125 | 1.00 | 2.491 |

For A, $E_{00}=0.1214$ eV and $\lambda=0.60/0.1214=4.94$. For B the density factor 0.64 gives $E_{00}=0.1214\sqrt{0.64}=0.0971$ eV, and $0.48/0.0971=4.94$.

The compensation is visible in the product $\sqrt{m\phi}\,W$, to which $\lambda$ is proportional. In units of $\sqrt{m_0\,\mathrm{eV}}$ nm it is $\sqrt{0.120}\times2.785=0.965$ for A, $\sqrt{0.096}\times3.114=0.965$ for B, $\sqrt{0.180}\times2.274=0.965$ for C and $\sqrt{0.150}\times2.491=0.965$ for D. Quadrature of the decay rate over each potential gives 4.943 in all four cases, and integration of the wave equation gives the same growth, $\ln|\psi|^2=2.826$.

The equality needs the trade. Lower the barrier of A to 0.48 eV and leave $m$ and $N$ alone, and the exponent drops to 3.95. The factor $e^\lambda$ then falls by $e^{0.99}\approx2.7$.

Set D deserves attention because it has the same density as A. Even a perfectly known doping leaves a 20 % lower barrier and a 56 % larger mass indistinguishable by this exponent.

## Counting what further exponents add

Taking the logarithm of $\lambda$ and varying the parameters gives

$$\frac{\delta\lambda}{\lambda}=\frac{\delta\phi}{\phi}+\frac12\frac{\delta m}{m}-\frac12\frac{\delta N}{N}.$$

One measurement supplies one row of sensitivities, $(1,\tfrac12,-\tfrac12)$. Three unknowns with one equation leave two independent directions along which $\delta\lambda=0$.

**A second doping.** Multiply the density by a known factor $r$, holding $\phi$ and $m$ fixed. Then $\lambda\to\lambda/\sqrt r$ for every member of the family. At $r=2$ all four sets move to 3.496, and none is singled out. A doping series is still useful: if the prefactor is constant, the slope of $\ln\rho_c$ against $1/\sqrt N$ is $2\phi\sqrt{m\varepsilon}/(q\hbar)$. With absolute densities known, this yields $\phi\sqrt m$, but not its two factors. If only a fraction $\eta$ of the quoted donors is active, and $\eta$ is the same throughout the series, the slope yields $\phi\sqrt{m/\eta}$. These readings belong to the leading model; band filling, treated below, makes the slope steeper at high density.

**Temperature.** An electron may climb part of the barrier thermally and tunnel through the rest. The exponent at energy $e$ is needed. For total band bending $B$, put $V=Bu^2$ and $u_0=\sqrt{e/B}$, the turning point:

$$\Lambda(e)=\frac{2\sqrt{2mB}\,W}{\hbar}\int_{u_0}^1\sqrt{u^2-u_0^2}\,du .$$

The integral equals $\tfrac12[\sqrt{1-u_0^2}-u_0^2\,\mathrm{arcosh}(1/u_0)]$, and $\sqrt{2mB}\,W/\hbar=B/E_{00}$ by the earlier algebra with $B$ for $\phi$. Therefore

$$\Lambda(e)=\frac{\sqrt{B(B-e)}-e\,\mathrm{arcosh}\sqrt{B/e}}{E_{00}},\qquad
\frac{d\Lambda}{de}=-\frac{\mathrm{arcosh}\sqrt{B/e}}{E_{00}}.$$

In the derivative, the two algebraic terms $\mp\tfrac12\sqrt{B/(B-e)}$ cancel.

Keep the band edge at the Fermi level, so that $B=\phi$, and use the Boltzmann weight $e^{-e/kT}$. The dominant energy minimizes $\Lambda(e)+e/kT$. With $\alpha=E_{00}/kT$ the condition is $\mathrm{arcosh}\sqrt{\phi/e}=\alpha$, or $e=\phi/\cosh^2\alpha$. Substituting,

$$\Lambda+\frac{e}{kT}=\frac{\phi\tanh\alpha}{E_{00}}-\frac{\phi\,\alpha}{E_{00}\cosh^2\alpha}+\frac{\phi}{kT\cosh^2\alpha}=\frac{\phi}{E_{00}}\tanh\frac{E_{00}}{kT},$$

because $\alpha/E_{00}=1/kT$ makes the last two terms cancel. For $E_{00}\gg kT$ this returns $\lambda$; for $E_{00}\ll kT$ it becomes the thermionic exponent $\phi/kT$.

Now $\phi$ and $E_{00}$ no longer appear only as a ratio. At one tenth of each density and 300 K, the exponents are 14.11 for A and C, but 12.97 for B and D. Temperature separates the two barrier heights. It cannot separate A from C, since they share both $\phi$ and $m/N$.

This information fades in the field-emission regime. The logarithmic sensitivities of the thermal exponent are $(1,\sigma,-\sigma)$ with $\sigma=\tfrac12[1-2\alpha/\sinh2\alpha]$, and $\sigma\to\tfrac12$ at large $\alpha$ whatever the temperature. Exponents at two temperatures then say the same thing twice. A measure of their independence is the ratio of the smaller to the larger singular value of the two rows, which is zero for parallel rows. For A at 250 and 400 K it is 0.0825 at $N/10$ and 0.003 at the full density. The second value describes the exponent model only: the minimizing energy there is far below $kT$, where a Boltzmann weight measured from the band edge is no longer accurate. The next section therefore uses Fermi occupation.

**An independent density.** Exponents alone, at any of these temperatures, contain $m$ and $N$ as $m/N$, so their sensitivity rows have rank two at most. Adding an independent value of the active $N$ raises the rank to three. Then $\phi$ and $m$ can be solved for, provided both stay the same over the conditions compared.

## The prefactor and the filled band

At $10^{20}$ cm$^{-3}$ the Fermi level lies a height $\xi$ above the band edge. The total bending is $B=\phi+\xi$, and electrons at the Fermi level have $e=\xi$. Since $B-\xi=\phi$,

$$\lambda_F=\frac{\sqrt{B\phi}-\xi\,\mathrm{arcosh}\sqrt{B/\xi}}{E_{00}} .$$

For A at 300 K, charge neutrality with a density-of-states mass of $1.061\,m_0$ gives $\xi=0.065$ eV. The numerator is $0.632-0.119=0.513$ eV, so $\lambda_F=4.22$ instead of 4.94. This still assumes full depletion. Electrons remaining in the foot of the barrier would cancel part of the donor charge there, widen the barrier and raise $\lambda_F$ again by a few tenths; they are left out of the resistivities below.

To obtain a resistivity, sum the current over wavevectors. Electrons with normal velocity $v_x$ and transmission $P$ carry

$$J=q\int\frac{2\,d^3k}{(2\pi)^3}\,v_xP\,(f_s-f_m),$$

where $f_s$ and $f_m$ are the occupations in semiconductor and metal. Use $v_x\,dk_x=de/\hbar$ for the normal motion, and $2\,d^2k_\perp/(2\pi)^2=m_s\,dE_\perp/(\pi\hbar^2)$ for the transverse motion, where $m_s$ is the transverse mass summed over valleys. The remaining $1/(2\pi)$ belongs to $dk_x$. At small bias $U$ the occupation difference is $qU(-\partial f/\partial E)$, whose integral over $E_\perp$ is $qUf(e)$. The change of $P$ with bias multiplies a vanishing difference and drops out at first order. Hence

$$\frac1{\rho_c}=\frac{q^2m_s}{2\pi^2\hbar^3}\int_0^BP(e)f(e)\,de,\qquad P(e)=e^{-\Lambda(e)} .$$

This form of $P$ sets the prefactor of the transmission to one; matching to the metal wave can change it by a factor of about 2. Hold $m_s=1.672\,m_0$ fixed for all sets, so that $m$ acts purely as a tunnelling parameter. At 300 K:

| Set | $\lambda_F$ | $\rho_c$ ($10^{-8}\ \Omega\,$cm$^2$) | $\rho_c(250\,\mathrm K)/\rho_c(400\,\mathrm K)$ |
|---|---|---|---|
| A | 4.22 | 4.4 | 1.25 |
| B | 4.31 | 5.3 | 1.40 |
| C | 4.05 | 3.3 | 1.23 |
| D | 4.11 | 3.9 | 1.35 |

Summing numerically over wavevectors at a small finite bias, with the same $P$, agrees with the energy integral within 0.3 % for each set.

The sets now differ by up to a factor 1.60. The spread of $\lambda_F$ accounts for $e^{0.26}\approx1.30$ of it; the remaining factor of about 1.23 comes from the energy range that contributes.

Does this difference rescue the determination? A single resistivity is still one equation. Starting from B and raising its density by 7 %, to $6.86\times10^{19}$ cm$^{-3}$, reproduces the resistivity of A. For C the density must fall by 10 %, to $1.36\times10^{20}$ cm$^{-3}$. For D it suffices to raise the barrier from 0.480 to 0.493 eV. The better model shifts the family of equivalent contacts slightly; it does not shrink it to a point.

The temperature ratios do carry information beyond the leading exponent. They differ by up to 14 % between B and C, and the sets with smaller $E_{00}$ vary more. For the retuned sets of equal resistivity the ratios are 1.25, 1.36, 1.26 and 1.36 for A to D: a 9 % difference separates the two barrier heights, while A and C stay almost together. The direction is plausible from $d\Lambda/de$: a smaller $E_{00}$ makes the transmission rise faster with energy, so thermally excited electrons gain more weight. The Fermi level, which falls as the temperature rises, offsets part of this gain. Using such a difference requires that any unmodelled temperature dependence of the prefactor, the barrier and the activation change the resistivity ratio by much less than that. For the barrier this is a strict demand, because its relative change is multiplied by roughly the exponent.

There is also a step before any of this. Extracting $\lambda$ from one resistivity requires an assumed prefactor. If that is wrong by a factor 2, $\lambda$ is wrong by $\ln2=0.69$, which is 14 % of 4.94. At assumed $m$ and $N$, the inferred barrier inherits the same 14 %.

## Weighing what was left out

The following changes are evaluated one at a time for the example. They are not additive.

**Image force.** An electron at distance $x$ from the metal is attracted to its image, which adds $-q^2/(16\pi\varepsilon x)$ to $V$. With the band edge again at the Fermi level, the peak for A falls from 0.60 to 0.38 eV and the exponent from 4.94 to 4.07. The four exponents become 4.07, 3.98, 3.90 and 3.78. They part because the image term brings a second dimensionless number, $q^2/(16\pi\varepsilon W\phi)$, which the trades used here do not preserve. It scales as $\sqrt{b/a}$, so only trades with $a=b$ keep it. A continuum image law is itself rough in a barrier under 3 nm wide.

**Dispersion in the gap.** Deep in the gap the decay rate is influenced by the valence band. A two-band form replaces $V$ under the root by $V(1-V/E_g)$. With $\gamma=\phi/E_g$, the exponent is multiplied by

$$2\int_0^1u\sqrt{1-\gamma u^2}\,du=\frac{2}{3\gamma}\left[1-(1-\gamma)^{3/2}\right].$$

For A and $E_g=1.12$ eV, $\gamma=0.536$ and the factor is 0.85, so 4.94 becomes 4.21. For a 0.48 eV barrier the factor is 0.88. The gap thus supplies an energy against which $\phi$ is compared, and a fitted parabolic mass absorbs part of this effect. These numbers suit a direct gap of that size. Silicon's 1.12 eV gap is indirect: if the parallel wavevector is conserved, the light-mass valleys see the valence band about 4 eV below them. With $E_g=4$ eV the formula gives 0.96, and an empirical-pseudopotential complex band gives about 0.97, so the exponent of A falls by only 0.1 to 0.2.

**Discrete donors.** The mean donor spacing $N^{-1/3}$ in A is 2.2 nm, against $W=2.8$ nm, and a cube of side $W$ holds 2.2 donors on average. For independently placed donors the relative fluctuation of that number is $1/\sqrt{2.2}\approx0.7$. The linear sensitivity then gives $\tfrac12\times0.7\times4.94\approx1.7$, which suggests local changes of $\lambda$ of order one. This is too large for a linear estimate to be trusted, but it shows that the uniform-charge barrier is an average picture. Tunnelling current favours the thin spots, so the $N$ that fits a resistivity need not equal the mean density.

**Other channels.** With rough silicon valley masses of 0.92 and $0.19\,m_0$, the two valleys that tunnel with the heavy mass on a (100) surface add about 0.3 % to the conductance of A. Current over the barrier top is smaller than the tunnelling current by a factor of order $10^{-9}$. Neither matters here.

## Beside a real silicide contact

The values of A are roughly those of a metal silicide on heavily doped n-type silicon: a barrier near 0.6 eV, a light tunnelling mass near $0.2\,m_0$ and active donors around $10^{20}$ cm$^{-3}$. The calculated $4\times10^{-8}\ \Omega\,$cm$^2$ has a plausible magnitude for such a contact, which by itself does not validate the parameters, since B, C and D also give a few times $10^{-8}$. The masses of C and D exceed the light valley mass and should be read as effective fit values. Several of the large corrections estimated above concern the tunnelling exponent itself: image force lowers the exponent of A by about 0.9, a factor of 2.4 in $e^\lambda$, gap dispersion in the light silicon valleys lowers it by only 0.1 to 0.2, and random donors may shift it locally by an amount of order one.

A barrier height quoted from one such resistivity is therefore conditional on the mass, the active density, the prefactor and the barrier model used with it. Within the leading model, the ambiguity is removed by adding a second exponent, measured at a lower doping where $E_{00}$ is comparable with $kT$, and independent values of the active density at both dopings, if the same barrier and mass apply at both. The solution remains sensitive to the prefactor: for A with the second doping at $E_{00}=kT$, a common factor 2 error in both prefactors moves the inferred mass from 0.20 to 0.27 or 0.13 and the barrier from 0.60 to 0.59 or 0.65 eV, and with the second doping at $N/10$ the errors are larger. The numerical output gives the underlying values to more digits.

## Calculated quantities

```
Relative permittivity 11.7, gap 1.12 eV
Valley masses 0.92, 0.19 m0; supply mass 1.672 m0
Density-of-states mass 1.061 m0; kT at 300 K 0.02585 eV
Set A: phi 0.60 eV, m 0.2000 m0, N 1.000e+20 cm^-3
  E00 0.12137 eV, W 2.785 nm, exponent 4.94347
  wave growth ln|psi|^2 2.82568; exponent at 2N 3.49556
  thermal exponent at N/10, 300 K 14.1059
  Fermi height 0.0652 eV, exponent there 4.2225
  resistivity 300 K 4.381e-08 ohm cm^2; 250 K/400 K ratio 1.2535
  image force: peak 0.376 eV, exponent 4.066
Set B: phi 0.48 eV, m 0.2000 m0, N 6.400e+19 cm^-3
  E00 0.09710 eV, W 3.114 nm, exponent 4.94347
  wave growth ln|psi|^2 2.82568; exponent at 2N 3.49556
  thermal exponent at N/10, 300 K 12.9731
  Fermi height 0.0426 eV, exponent there 4.3137
  resistivity 300 K 5.259e-08 ohm cm^2; 250 K/400 K ratio 1.3986
  image force: peak 0.290 eV, exponent 3.979
Set C: phi 0.60 eV, m 0.3000 m0, N 1.500e+20 cm^-3
  E00 0.12137 eV, W 2.274 nm, exponent 4.94347
  wave growth ln|psi|^2 2.82568; exponent at 2N 3.49556
  thermal exponent at N/10, 300 K 14.1059
  Fermi height 0.0906 eV, exponent there 4.0539
  resistivity 300 K 3.289e-08 ohm cm^2; 250 K/400 K ratio 1.2278
  image force: peak 0.352 eV, exponent 3.901
Set D: phi 0.48 eV, m 0.3125 m0, N 1.000e+20 cm^-3
  E00 0.09710 eV, W 2.491 nm, exponent 4.94347
  wave growth ln|psi|^2 2.82568; exponent at 2N 3.49556
  thermal exponent at N/10, 300 K 12.9731
  Fermi height 0.0652 eV, exponent there 4.1110
  resistivity 300 K 3.881e-08 ohm cm^2; 250 K/400 K ratio 1.3546
  image force: peak 0.269 eV, exponent 3.778
Control 0.48 eV, 0.20 m0, 1e20 cm^-3: exponent 3.9548
Log-slopes to phi, m, N: 1.0000, 0.5000, -0.5000
Growth slope near exponent 30: 0.98288
Singular-value ratio, 250 and 400 K, N/10: 0.0825
Singular-value ratio, 250 and 400 K, N: 0.00285
Rank: exponents only 2, with N known 3
Retuned B: N 6.861e+19 cm^-3 (0.48 eV, 0.20 m0)
Retuned C: N 1.356e+20 cm^-3 (0.60 eV, 0.30 m0)
Retuned D: phi 0.4927 eV (0.3125 m0, 1e20 cm^-3)
Largest/smallest resistivity of the four sets: 1.599
Set A two-band exponent 4.2057
Set A heavy-valley/light-valley conductance 0.00266
Set A over-barrier/tunnelling conductance 2.55e-09
Set A peak field 4.308 MV/cm
Set A donor spacing N^(-1/3) 2.154 nm
Set A mean donors in a cube of side W 2.161
```
